# Why exchange fraction λ brings second-order fraction λ² in double hybrids

## The decision

A double-hybrid calculation of a reaction barrier needs a fraction of exact exchange and a fraction of second-order correlation. Are these two free parameters, or does the first fix the second?

The answer matters for hydrogen abstraction from silane, H + SiH₄ → H₂ + SiH₃. With half of exact exchange, and the saddle geometry held fixed at its Hartree–Fock shape, the calculation below gives a barrier of 0.107 eV when the second-order term has weight \(0.5^2=0.25\). Raising that weight to 0.5, with everything else held fixed, lowers the barrier to 0.012 eV. At 900 K this multiplies the Boltzmann factor by about 3.4. The density-functional correlation then keeps its weight 0.75, so the two correlation weights sum to 1.25. If that weight is lowered to 0.5 at the same time, the barrier on the same orbitals is 0.110 eV, almost unchanged. For this barrier, what matters most is that the two correlation weights are chosen together.

The weights follow from scaling the electron interaction \(W\) to \(\lambda W\), with \(0\le\lambda\le1\), and leaving the rest to a density functional. The factor \(\lambda^2\) on second-order correlation comes from perturbation theory. Neglecting density scaling does something else: it gives the density-functional correlation its weight \(1-\lambda^2\).

## The simplest case: two electrons on two sites

Take hopping \(t>0\), on-site repulsion \(\lambda U\), and one electron per site on average. The symmetric ionic state and the covalent singlet give the matrix

\[
\begin{pmatrix}\lambda U&-2t\\-2t&0\end{pmatrix},\qquad
F^\lambda=\frac{\lambda U}{2}-\sqrt{4t^2+\frac{\lambda^2U^2}{4}} .
\]

Here \(F^\lambda\) is the lowest kinetic plus scaled interaction energy at this density. Without interaction it is \(T_s=-2t\). In the noninteracting determinant both electrons share a site with probability 1/2, so Hartree plus exchange energy is \(\lambda U/2\). Subtracting both leaves the correlation energy:

\[
E_c^\lambda=2t-\sqrt{4t^2+\frac{\lambda^2U^2}{4}}
=-\frac{\lambda^2U^2}{16t}+\frac{\lambda^4U^4}{1024t^3}-\dots
\]

Exchange is linear in \(\lambda\); correlation starts with \(\lambda^2\). The leading term is the second-order sum: the coupling to the doubly excited determinant is \(\lambda U/2\), and its excitation energy is \(4t\), twice the orbital gap \(2t\). Hence \(-(\lambda U/2)^2/(4t)=-\lambda^2U^2/(16t)\).

The opposite limit, \(t\to0\), gives \(E_c^\lambda\to-\lambda U/2\). Correlation is then linear in \(\lambda\), while the second-order term diverges. A quadratic law for the full correlation energy is therefore a weak-coupling law.

The same comparison was made numerically at a fixed occupation difference of 0.4, with \(t=1\) and \(\lambda=0.5\). The ratio \(E_c^\lambda/(\lambda^2E_c)\) is 1.0025 for \(U=0.2\) and 1.21 for \(U=4\). At the stronger coupling, \(\lambda^2E_c\) is too small in magnitude.

## From two sites to any density

Atomic units are used from here on. For a density \(n\), define

\[
F^\lambda[n]=\min_{\Psi\to n}\langle\Psi|T+\lambda W|\Psi\rangle,\qquad F=F^{\lambda=1}.
\]

The minimum runs over antisymmetric wavefunctions with density \(n\). Let \(V\) be the operator of the external potential \(v\). I assign \(F-F^\lambda\) to a density functional and minimize

\[
E=\min_\Psi\left\{\langle\Psi|T+V+\lambda W|\Psi\rangle+F[n_\Psi]-F^\lambda[n_\Psi]\right\}.
\]

To see that this is the ground-state energy, minimize first among wavefunctions with the same density. The last two terms and \(\int vn\) are then constant, and the expectation value of \(T+\lambda W\) becomes \(F^\lambda[n]\). It cancels:

\[
E=\min_n\left\{F^\lambda[n]+\int vn+F[n]-F^\lambda[n]\right\}
=\min_n\left\{F[n]+\int vn\right\}.
\]

So the partition is exact for every \(\lambda\) if the complement is exact. As a test, the two-site model with \(U=4\), site potentials \(\pm1/2\) and \(\lambda=0.5\) was minimized in this partitioned form. The result, \(-0.859523\) in units of the hopping, agrees with direct diagonalization.

Now split the complement. Let \(\Phi_n\) be the Kohn–Sham determinant of density \(n\), with kinetic energy \(T_s[n]\) and \(\langle\Phi_n|W|\Phi_n\rangle=E_H[n]+E_x[n]\). Correlation is defined by

\[
F^\lambda=T_s+\lambda(E_H+E_x)+E_c^\lambda .
\]

Subtracting this from its value at \(\lambda=1\) cancels \(T_s\):

\[
\bar E^\lambda[n]\equiv F-F^\lambda=(1-\lambda)(E_H+E_x)+E_c-E_c^\lambda .
\]

The exchange weight \(1-\lambda\) needs no approximation. The correlation part needs \(E_c^\lambda\).

## What density scaling does

Define \(n_\gamma(\mathbf r)=\gamma^3n(\gamma\mathbf r)\). For \(\gamma>1\) this compresses the density and keeps the electron number. The matching wavefunction is

\[
\Psi_\gamma(\mathbf r_1,\dots,\mathbf r_N)=\gamma^{3N/2}\Psi(\gamma\mathbf r_1,\dots,\gamma\mathbf r_N).
\]

Two derivatives give \(\langle T\rangle\) a factor \(\gamma^2\); the inverse distance gives \(\langle W\rangle\) a factor \(\gamma\).

Every \(\Psi\) with density \(n\) can be written as \(\Psi=\Psi'_\lambda\), where \(\Psi'\) has density \(n_{1/\lambda}\). Therefore

\[
\langle\Psi|T+\lambda W|\Psi\rangle
=\lambda^2\langle\Psi'|T|\Psi'\rangle+\lambda\cdot\lambda\langle\Psi'|W|\Psi'\rangle
=\lambda^2\langle\Psi'|T+W|\Psi'\rangle .
\]

Minimizing both sides gives \(F^\lambda[n]=\lambda^2F[n_{1/\lambda}]\). The same argument for determinants gives \(T_s[n]=\lambda^2T_s[n_{1/\lambda}]\) and \(\lambda(E_H+E_x)[n]=\lambda^2(E_H+E_x)[n_{1/\lambda}]\). Subtraction leaves

\[
E_c^\lambda[n]=\lambda^2E_c[n_{1/\lambda}].
\]

I tested this relation on two electrons in a harmonic well. With frequency 0.5 hartree and \(\lambda=0.5\), the correlation energy is \(-0.01090\) hartree. The scaled density belongs to full interaction and frequency \(0.5/\lambda^2=2\) hartree. A separate solution there, multiplied by \(\lambda^2\), gives \(-0.01089\) hartree on the grid used. The difference in the last digit is discretization error: converged, both sides are \(-0.01090\) hartree.

The complement is thus \(E_c[n]-\lambda^2E_c[n_{1/\lambda}]\). Neglecting density scaling means setting \(E_c[n_{1/\lambda}]\approx E_c[n]\), which turns it into \((1-\lambda^2)E_c[n]\). Relative to the scaled complement, the omitted energy is

\[
\delta E=\lambda^2\left(E_c[n]-E_c[n_{1/\lambda}]\right).
\]

It vanishes at \(\lambda=1\), where the densities coincide. If \(E_c^\lambda[n]=\lambda^2e_2[n]+O(\lambda^3)\) near zero coupling, then \(E_c[n_{1/\lambda}]\to e_2[n]\) as \(\lambda\to0\), and \(\delta E\) vanishes as \(\lambda^2\). Between the ends it is small if the quadratic law \(E_c^\mu[n]\approx\mu^2e_2[n]\) holds both at \(\mu=\lambda\) and at \(\mu=1\), because \(E_c[n_{1/\lambda}]\) and \(E_c[n]\) are then both close to \(e_2[n]\). This is the weak-coupling regime seen on two sites.

## One determinant first

Restrict the minimization to single determinants:

\[
E_{\rm hyb}=\min_\Phi\left\{\langle\Phi|T+V+\lambda W|\Phi\rangle+\bar E^\lambda[n_\Phi]\right\}.
\]

Varying the orbitals gives

\[
\left(-\tfrac12\nabla^2+v+\lambda v_{Hx}^{HF}+\bar v^\lambda\right)\phi_p=\varepsilon_p\phi_p,
\qquad \bar v^\lambda=\frac{\delta\bar E^\lambda}{\delta n}.
\]

Here \(v_{Hx}^{HF}\) is the Hartree–Fock Coulomb and exchange operator built from the occupied orbitals. Orbitals are taken real, and the required functional derivatives are assumed to exist. For open shells, the functionals depend on both spin densities.

The Hartree energy has weight \(\lambda\) from the determinant and \(1-\lambda\) from the complement, so it appears once in full. Exact exchange has weight \(\lambda\). What is missing is the correlation caused by \(\lambda W\) itself.

## Restoring the missing correlation

Let \(V_{Hx}\) be the sum of \(v_{Hx}^{HF}\) over electrons, held fixed at the hybrid determinant \(\Phi\), and let \(D=W-V_{Hx}\). Introduce a strength \(\alpha\):

\[
E(\alpha)=\min_\Psi\left\{\langle\Psi|T+V+\lambda V_{Hx}+\alpha\lambda D|\Psi\rangle+\bar E^\lambda[n_\Psi]\right\}.
\]

At \(\alpha=1\) the operator \(V_{Hx}\) cancels and the full problem returns. At \(\alpha=0\) the stationarity condition is the hybrid orbital equation. I assume that \(\Phi\) is the nondegenerate, stable minimizer there.

**First order.** The energy is stationary in \(\Psi\), so only the explicit dependence on \(\alpha\) contributes to its derivative:

\[
\frac{dE}{d\alpha}=\lambda\langle\Psi_\alpha|D|\Psi_\alpha\rangle .
\]

At \(\alpha=0\) this gives \(E^{(1)}=\lambda\langle\Phi|W-V_{Hx}|\Phi\rangle\). Added to \(E(0)\), it replaces \(\lambda V_{Hx}\) by \(\lambda W\). Thus \(E(0)+E^{(1)}=E_{\rm hyb}\).

**Singles.** Write \(\Psi_\alpha=\Phi+\alpha\Psi_1+\dots\), with \(\Psi_1\) orthogonal to \(\Phi\). Let \(i,j\) denote occupied and \(a,b\) empty spin orbitals. The source of single excitations is

\[
\langle\Phi_i^a|D|\Phi\rangle
=\sum_j\left(\langle aj|ij\rangle-\langle aj|ji\rangle\right)-\langle a|v_{Hx}^{HF}|i\rangle=0,
\]

because the sum is the matrix element of \(v_{Hx}^{HF}\).

There could still be an indirect source: a density change \(n_1\) would alter \(\bar v^\lambda\). But density is a one-electron operator, so only singles in \(\Psi_1\) contribute to \(n_1=2\langle\Phi|\hat n|\Psi_1\rangle\). The singles amplitudes consequently obey a homogeneous linear equation. Its matrix is the second variation of the energy at \(\alpha=0\), which is positive for a stable minimum. All singles vanish, hence \(n_1=0\), and the curvature of the density functional drops out at this order.

**Doubles.** The one-electron operator \(V_{Hx}\) cannot create a double excitation. The first-order amplitudes are

\[
c_{ij}^{ab}=-\lambda\frac{\langle ab||ij\rangle}{\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j},
\]

where \(\langle ab||ij\rangle=\langle ab|ij\rangle-\langle ab|ji\rangle\). This is the first factor \(\lambda\). The second comes from the energy. Expanding \(dE/d\alpha\) to first order gives \(2\alpha\lambda\langle\Phi|D|\Psi_1\rangle\), which must equal \(2\alpha E^{(2)}\). Therefore

\[
E^{(2)}=\lambda\langle\Phi|D|\Psi_1\rangle=\lambda^2E_c^{(2)},\qquad
E_c^{(2)}=\frac14\sum_{ijab}\frac{|\langle ij||ab\rangle|^2}{\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b}.
\]

The factor 1/4 removes repeated counting of \(i,j\) and of \(a,b\). No density-scaling approximation has entered. The sum still depends on \(\lambda\) through its orbitals and eigenvalues, so \(\lambda^2\) is its weight, not its whole dependence on \(\lambda\).

A four-site model with two electrons, a nonlinear density functional and \(\lambda=0.6\) tests this result. The second-order sum and a finite difference of the minimized energy both give \(-0.01188\) in hopping units. The first-order density response is below \(10^{-6}\). With a mean field that omits exchange, it rises to 0.077, because the singles no longer cancel. The energy beyond second order is \(-0.0021\), or 18% of the second-order term in this model.

## Collecting the weights

Let \(E_x^{HF}\) be the exchange energy of the hybrid determinant \(\Phi\), while \(E_x[n]\) and \(E_c[n]\) are density functionals. Through second order, and with density scaling retained,

\[
E_{xc}=\lambda E_x^{HF}+(1-\lambda)E_x[n]+E_c[n]-\lambda^2E_c[n_{1/\lambda}]+\lambda^2E_c^{(2)}.
\]

Neglecting it gives the one-parameter double hybrid:

\[
\boxed{E_{xc}=\lambda E_x^{HF}+(1-\lambda)E_x[n]+(1-\lambda^2)E_c[n]+\lambda^2E_c^{(2)}}
\]

At \(\lambda=0\) this is the original Kohn–Sham functional. At \(\lambda=1\) it is Hartree–Fock plus second-order perturbation theory. The exchange weights sum to one, as do the correlation weights.

B2-PLYP has an exact-exchange weight of 0.53 and a second-order weight of 0.27. The relation derived here would give \(0.53^2=0.281\), close to but not equal to its second weight.

Each denominator is, up to its sign, the sum of two occupied–empty gaps. The formula fails when such a sum goes to zero and the coupling does not vanish. The two-site limit \(t\to0\) shows this failure.

## The silane barrier

The functional is B88 exchange with LYP correlation, in the def2-SVP basis, with all electrons correlated. Geometries are held fixed for all \(\lambda\) at stationary points of unrestricted Hartree–Fock in 6-31G*. At the saddle, the transferred hydrogen is 1.71 Å from silicon and 1.01 Å from the attacking atom. Energies are relative to separated H and SiH₄, without zero-point energy.

| \(\lambda\) | hybrid part (eV) | \(\lambda^2E_c^{(2)}\) part (eV) | barrier (eV) |
|---|---:|---:|---:|
| 0 | −0.138 | 0 | −0.138 |
| 0.5 | 0.203 | −0.095 | 0.107 |
| 1 | 0.671 | −0.237 | 0.434 |

The negative value at \(\lambda=0\) means that this fixed geometry lies below the reactants. It does not locate a saddle point of that functional.

The fixed geometry also matters at \(\lambda=0.5\). Stretching the H–H distance to 1.20 Å and shortening Si–H to 1.60 Å raises the energy from 0.107 to about 0.16 eV. This displacement toward the reactants suggests that the saddle of that surface lies earlier and higher than the tabulated point, but that saddle was not located. Here "barrier" means the energy at the fixed geometry, which serves to compare the weights.

At \(\lambda=0.5\), the unweighted second-order contribution is \(-0.0952/0.25=-0.381\) eV, compared with \(-0.237\) eV at \(\lambda=1\). Multiplying the latter by 0.25 would give only \(-0.059\) eV. The sum must be evaluated with the orbitals of the chosen \(\lambda\). The opening comparison follows from the same number: weight 0.5 would give \(0.2025-0.5\times0.381=0.012\) eV. On the same densities LYP contributes \(-0.391\) eV to the barrier at unit weight. Lowering its weight from 0.75 to 0.5 adds \(0.25\times0.391=0.098\) eV and brings the barrier back to 0.110 eV.

How harmless is the neglect of density scaling? With LYP and the \(\lambda=0.5\) orbitals held fixed, retaining it raises the barrier by 0.049 eV, to 0.156 eV. That is 46% of the unscaled barrier. At 900 K, where \(k_BT=0.0776\) eV, the Boltzmann factor is multiplied by \(\exp(-0.0489/0.0776)=0.53\). The shift measures how LYP responds to scaling, not how the exact functional would. PBE correlation, evaluated on the same densities, gives a shift of only 0.020 eV. The simpler weights are thus an approximation to be checked, even when their derivation is clear.

## Beside the real reaction

A temperature of 900 K is roughly that of thermal silicon deposition from silane. Measured activation energies for this abstraction are, as a rough size, 0.1 to 0.2 eV. The value at \(\lambda=0.5\) falls near that range, but this is no proof of accuracy. At \(\lambda=1\), going from 6-31G* to def2-SVP lowers the barrier by 0.156 eV, from 0.590 to 0.434 eV. This is a sensitivity, not an estimate of the remaining basis error, and it is larger than the 0.107 eV barrier. At \(\lambda=0.5\), going on from def2-SVP to def2-TZVP changes the fixed-geometry barrier much less, raising 0.107 eV by only 3 to 4 meV. This is partly a cancellation: the hybrid part rises by about 0.01 eV, while the unweighted second-order part goes from \(-0.381\) to about \(-0.41\) eV. The factor 3.4 in the opening comparison becomes about 3.7.

Nuclear motion matters too. The harmonic zero-point correction, from unrestricted Hartree–Fock, is about \(-0.03\) eV and would reduce 0.107 to about 0.08 eV. With the Hartree–Fock barrier curvature, the barrier-mode quantum is about 0.26 eV, the Wigner tunnelling factor at 900 K is about 1.5, and the estimated crossover to dominant tunnelling is near 470 K. These values belong to the Hartree–Fock surface, whose barrier is much higher, and need not carry over to the \(\lambda=0.5\) surface. The Wigner formula is itself only a leading correction for a quantum small compared with \(k_BT\), whereas 0.26 eV is about \(3.3\,k_BT\) at 900 K.

The saddle has \(\langle S^2\rangle=0.764\) at \(\lambda=0.5\) and 0.782 at \(\lambda=1\), against 0.75 for a pure doublet. Terms beyond second order were not evaluated for silane. For a rate prediction, the basis, the geometry and these higher terms would have to be settled before the last few hundredths of an electronvolt could be assigned to the choice of \(\lambda\).

## Computed results

```
Two-site model: hopping 1, U 4.0, v 1.0, lambda 0.5
Partitioned / exact energy: -0.859523 / -0.859523 (hopping units)
Ec^lam/(lam^2 Ec), density difference 0.4, U=0.2: 1.0025
Ec^lam/(lam^2 Ec), density difference 0.4, U=4.0: 1.2099
Harmonic well: omega 0.50 hartree, lambda 0.50
Ec with scaled interaction: -0.010900 hartree
lam^2 Ec of scaled density: -0.010892 hartree
Four-site model: lambda 0.60; energies in hopping units
Hybrid energy / zeroth plus first order: -2.783906 / -2.783907
Second order, sum / finite difference: -0.011880 / -0.011880
Density response, HF / Hartree field: 8.15e-07 / 7.67e-02
Energy beyond second order, four-site model: -0.002107
SiH4 bond length: 1.4752 angstrom
Saddle Si-H (transferred): 1.7079 angstrom
Saddle H-H: 1.0090 angstrom
Zero-point barrier shift (UHF/6-31G*): -0.0305 eV
Imaginary-mode quantum (UHF/6-31G*): 0.2569 eV
Thermal energy at 900 K: 0.0776 eV
Wigner tunnelling factor at 900 K: 1.457
Tunnelling crossover temperature: 474 K
Barrier of H + SiH4, def2-SVP: hybrid part, lam^2*second order, total (eV)
  lambda 1.00, lambda^2 1.00: 0.6709, -0.2369, 0.4340
  lambda 0.50, lambda^2 0.25: 0.2025, -0.0952, 0.1073
  lambda 0.00, lambda^2 0.00: -0.1375, 0.0000, -0.1375
Saddle second-order energy, lambda 1, own code: -0.133659 hartree
Saddle second-order energy, lambda 1, library: -0.133659 hartree
Saddle hybrid energy, lambda 0.5, assembled: -292.109664 hartree
Saddle hybrid energy, lambda 0.5, SCF: -292.109664 hartree
Barrier shift if density scaling is kept, lambda 0.5: 0.0489 eV
Rate factor of this shift at 900 K: 0.533
Finer-grid barrier shift, lambda 0.5: -0.049 meV
Barrier at lambda 1 in the smaller 6-31G*: 0.5902 eV
Change from 6-31G* to def2-SVP, lambda 1: -0.1561 eV
Saddle <S^2>, lambda 0.5 / 1 (pure doublet 0.75): 0.7642 / 0.7816
B2-PLYP exchange and second-order weights: 0.53, 0.27
Square of the B2-PLYP exchange weight: 0.2809
```
